# Drude and interband optical weights of a partly filled dimerized chain

## Problem

Carriers of charge $q$, with $q^2=e^2$ and two spin states, move on a long chain of equally spaced sites. The spacing is $b$, the cell length is $2b$, and the hopping amplitudes alternate between $-t_1$ and $-t_2$, with $t_1\ge t_2>0$. There are $n$ carriers per cell, $0<n<2$. The carriers are independent, the temperature is zero, and a uniform electric field along the chain enters only through the phases of the hops.

Let $\sigma(\omega)$ be the one-dimensional conductivity of the chain. Define a weight $w$ by

$$\int_0^\infty \mathrm{Re}\,\sigma(\omega)\,d\omega=\frac{e^2}{\hbar^2}\,w ,$$

where half of any delta function at $\omega=0$ is counted.

1. Express the Drude part and the absorption part of $w$ through matrix elements, and find the sum rule they obey.
2. Calculate the Drude weight $w_D$ and the interband weight $w_I$ separately.
3. Verify that their sum agrees with the kinetic energy, without assuming the sum rule.
4. Find the interband spectrum, examine the limiting cases, and decide what changes if the spacing is unequal.
5. Evaluate the weights for $t_1=0.28$ eV, $t_2=0.22$ eV, $b=0.36$ nm, $n=1$, and relate them to a real conductor.

## Solution

### 1. The two parts of the response

A vector potential $A$ replaces $k$ by $k+\kappa$, with $\kappa=-qA/\hbar$. In real space,

$$H(\kappa)=-\sum_j t_j\left(e^{-i\kappa b}c^\dagger_{j+1}c_j+e^{i\kappa b}c^\dagger_jc_{j+1}\right),$$

with a spin sum understood. Expand this as $H=K+\kappa J+\tfrac12\kappa^2T$, where $K=H(0)$ is the hopping (kinetic) energy, $J=\partial_\kappa H$ and $T=\partial^2_\kappa H$ at $\kappa=0$. Each exponential differentiated twice gives $-b^2$, so

$$T=-b^2K. \tag{1}$$

This uses the same length $b$ for every bond.

The current density is $-L^{-1}\partial H/\partial A=(q/\hbar L)(J+\kappa T)$, where $L$ is the chain length. Let $\kappa$ oscillate as $e^{-i\omega t}$, and consider a transition from an occupied to an empty state with energy $\Delta$ and matrix element $J_{mn}$. The amplitude $a$ of the empty state obeys $i\hbar\dot a=\Delta a+\kappa J_{mn}$. The part of $a$ driven at $e^{-i\omega t}$ is $\kappa J_{mn}/(\hbar\omega-\Delta)$. The part driven by the conjugate field, after conjugation, contributes $-\kappa J_{mn}^*/(\hbar\omega+\Delta)$. Together they change $\langle J\rangle$ by

$$\kappa|J_{mn}|^2\left[\frac1{\hbar\omega-\Delta}-\frac1{\hbar\omega+\Delta}\right]
=-\kappa\,\frac{2\Delta|J_{mn}|^2}{\Delta^2-(\hbar\omega)^2}.$$

The field is $\mathcal E=-\partial_tA=i\omega A$, so $\kappa=iq\mathcal E/(\hbar\omega)$. Switching the field on slowly replaces $\omega$ by $\omega+i0$, and

$$\sigma(\omega)=\frac{ie^2}{\hbar^2L(\omega+i0)}\left[\langle T\rangle-\sum\frac{2\Delta|J_{mn}|^2}{\Delta^2-(\hbar\omega+i0)^2}\right].$$

The real part of $i/(\omega+i0)$ is $\pi\delta(\omega)$. Half of this delta function, multiplied by the bracket at $\omega=0$, gives

$$w_D=\frac{\pi}{2L}\left[\langle T\rangle-2\sum\frac{|J_{mn}|^2}{\Delta}\right]. \tag{2}$$

For $\omega>0$, the imaginary part of $2\Delta/[\Delta^2-(\hbar\omega+i0)^2]$ is $\pi\delta(\hbar\omega-\Delta)$. Therefore

$$\mathrm{Re}\,\sigma=\frac{\pi e^2}{\hbar L}\sum\frac{|J_{mn}|^2}{\Delta}\,\delta(\hbar\omega-\Delta),\qquad
w_I=\frac{\pi}{L}\sum\frac{|J_{mn}|^2}{\Delta}. \tag{3}$$

In the sum $w_D+w_I$ the matrix elements cancel. With (1),

$$w_D+w_I=\frac{\pi}{2L}\langle T\rangle=\frac{\pi b^2}{2}\,\frac{-\langle K\rangle}{L}. \tag{4}$$

This is the kinetic-energy sum rule, to be verified below from the two parts calculated separately.

### 2. Bands, velocities and weights

Put the $A$ sites at $x=2bj$ and the $B$ sites at $x=2bj+b$, and use Bloch states with phases $e^{ikx}$ taken at the true site positions. An $A$ site has a $B$ neighbour at $+b$ through $t_1$ and one at $-b$ through $t_2$. The off-diagonal element of the $2\times2$ Hamiltonian is

$$h(k)=-(t_1e^{ikb}+t_2e^{-ikb})=\varepsilon e^{i\theta},\qquad
\varepsilon^2=t_1^2+t_2^2+2t_1t_2\cos2kb .$$

The eigenvectors are $u_\pm=(e^{i\theta},\pm1)/\sqrt2$, with energies $\pm\varepsilon$. The current matrix has off-diagonal elements $h'$ and $h'^*$, where a prime means $d/dk$ and $h'=(\varepsilon'+i\varepsilon\theta')e^{i\theta}$. Its elements from the lower band are

$$\langle u_-|J|u_-\rangle=-\varepsilon',$$

$$\langle u_+|J|u_-\rangle=\tfrac12\left[-(\varepsilon'+i\varepsilon\theta')+(\varepsilon'-i\varepsilon\theta')\right]=-i\varepsilon\theta' .$$

Both derivatives follow from one product. Since $h^*h'=\varepsilon\varepsilon'+i\varepsilon^2\theta'$ and

$$\begin{aligned}
h^*h'&=ib(t_1e^{-ikb}+t_2e^{ikb})(t_1e^{ikb}-t_2e^{-ikb})\\
&=ib(t_1^2-t_2^2)-2bt_1t_2\sin2kb ,
\end{aligned}$$

the real and imaginary parts give

$$\varepsilon'=-\frac{2bt_1t_2\sin2kb}{\varepsilon},\qquad
\varepsilon\theta'=\frac{b(t_1^2-t_2^2)}{\varepsilon}. \tag{5}$$

The lower band is filled for $|k|<k_F$. Counting two spins, $2(2k_F)/(2\pi)=n/(2b)$, so $\varphi\equiv k_Fb=\pi n/4$.

**Drude weight.** A uniform field conserves $k$, so each transition in (2) joins the two bands at one $k$, with $\Delta=2\varepsilon$. The bracket in (2) is then the second-order perturbation formula for the curvature of the lower-band energy, $-\varepsilon''$, summed over occupied states. Replacing the sum by $2L\int dk/2\pi$,

$$w_D=\frac12\int_{-k_F}^{k_F}(-\varepsilon'')\,dk=-\varepsilon'(k_F)
=\frac{2bt_1t_2\sin2\varphi}{\varepsilon(k_F)}. \tag{6}$$

The second equality holds because $\varepsilon'$ is odd. Thus $w_D=\hbar v_F$, where $v_F$ is the Fermi velocity.

**Interband weight.** Inserting (5) in (3),

$$w_I=\frac12\int_{-k_F}^{k_F}\frac{|\varepsilon\theta'|^2}{\varepsilon}\,dk
=\frac12\int_{-k_F}^{k_F}\frac{b^2(t_1^2-t_2^2)^2}{\varepsilon^3}\,dk. \tag{7}$$

### 3. Verification of the sum

The kinetic energy per length is $\langle K\rangle/L=-\pi^{-1}\int_{-k_F}^{k_F}\varepsilon\,dk$, so the right side of (4) is $\tfrac12\int b^2\varepsilon\,dk$. The sum is verified if the integrands agree at each $k$:

$$-\varepsilon''+\frac{b^2(t_1^2-t_2^2)^2}{\varepsilon^3}=b^2\varepsilon. \tag{8}$$

Write $S=t_1^2+t_2^2$, $P=t_1t_2$ and $c=\cos2kb$, so that $\varepsilon^2=S+2Pc$. Differentiating this twice and halving gives $\varepsilon'^2+\varepsilon\varepsilon''=-4b^2Pc$. With $\varepsilon'^2=4b^2P^2(1-c^2)/\varepsilon^2$,

$$-\varepsilon''=\frac{4b^2Pc+\varepsilon'^2}{\varepsilon}
=\frac{b^2\left[4Pc(S+2Pc)+4P^2(1-c^2)\right]}{\varepsilon^3}.$$

Also $(t_1^2-t_2^2)^2=S^2-4P^2$. The numerator on the left of (8), divided by $b^2$, is therefore

$$4PSc+8P^2c^2+4P^2-4P^2c^2+S^2-4P^2=(S+2Pc)^2=\varepsilon^4 .$$

This proves (8), and integration gives (4).

The total can be written with a standard function. Since $\cos2x=1-2\sin^2x$,

$$\varepsilon=s\sqrt{1-m\sin^2kb},\qquad s=t_1+t_2,\qquad m=\frac{4t_1t_2}{s^2}.$$

With $x=kb$ and an even integrand,

$$w_D+w_I=b\,s\int_0^{\varphi}\sqrt{1-m\sin^2x}\,dx=b\,s\,E(\varphi|m), \tag{9}$$

where $E(\varphi|m)$ is the incomplete elliptic integral of the second kind.

**Meaning of the split.** Let a very short field pulse shift $\kappa$ suddenly from zero to a small value. The state has had no time to change, so the current is proportional to $\kappa\langle T\rangle$, the total weight; the zeroth-order currents at $k$ and $-k$ cancel. Afterwards each carrier is mostly in the lower band at $k+\kappa$, with an upper-band population of order $\kappa^2$. The interference between the bands oscillates and averages to zero in time. What remains to first order is $-\kappa\varepsilon''$ per carrier, the Drude weight.

### 4. Spectrum, limits and unequal spacing

**Spectrum.** Let $E=\hbar\omega$. From (3), with two spins,

$$\mathrm{Re}\,\sigma=\frac{e^2}{\hbar}\int_{-k_F}^{k_F}\frac{|\varepsilon\theta'|^2}{2\varepsilon}\,\delta(E-2\varepsilon)\,dk .$$

The points $\pm k$ with $2\varepsilon=E$ each contribute a factor $1/(2|\varepsilon'|)$. Using (5),

$$\mathrm{Re}\,\sigma=\frac{e^2}{\hbar}\,\frac{b(t_1^2-t_2^2)^2}{2\varepsilon^2\,|2P\sin2kb|}.$$

Here $(2P\sin2kb)^2=4P^2-(\varepsilon^2-S)^2=(s^2-\varepsilon^2)\left[\varepsilon^2-(t_1-t_2)^2\right]$. Setting $\varepsilon=E/2$ and $E_\pm=2|t_1\pm t_2|$,

$$\mathrm{Re}\,\sigma=\frac{e^2}{\hbar}\,
\frac{8b(t_1^2-t_2^2)^2}{E^2\sqrt{(E_+^2-E^2)(E^2-E_-^2)}},\qquad 2\varepsilon(k_F)<E<E_+ . \tag{10}$$

Outside this window the interband absorption vanishes. The threshold is $2\varepsilon(k_F)$, not the zone-boundary gap $E_-$, because the states at the zone boundary are empty. At $E_+$ the bands are parallel at $k=0$, which produces the inverse-square-root edge.

**Uniform chain.** For $t_1=t_2=t$, equation (7) gives $w_I=0$. Since $\varepsilon(k_F)=2t\cos\varphi$, (6) becomes $w_D=2bt\sin\varphi$. The total, $b^2\int_0^{k_F}2t\cos kb\,dk$, has the same value.

**Few carriers.** As $n\to0$ the shares are those of the integrands at $k=0$. There $-\varepsilon''=4b^2P/s$ and the total is $b^2s$, so the Drude share tends to $m$ and the interband share to $1-m=(t_1-t_2)^2/s^2$.

**Full lower band.** For $n\to2$ with $t_1\ne t_2$, $\varphi\to\pi/2$ and $\sin2\varphi\to0$. The Drude weight vanishes and the whole sum is interband: the chain is a band insulator.

**Holes.** Replace $c_A$ by $c_A^\dagger$ and $c_B$ by $-c_B^\dagger$. Each hop turns into the reverse hop with the same amplitude, so $H(\kappa)$ becomes $H(-\kappa)$. The weights are even in $\kappa$, so $4-n$ electrons per cell have the same weights as $n$. The results therefore apply to holes.

**Unequal spacing.** Give the $t_1$ bonds length $b+\eta$ and the $t_2$ bonds length $b-\eta$. Then $h$ is multiplied by $e^{ik\eta}$. The energies, and hence $w_D$, do not change, but $\theta'$ becomes $\theta'+\eta$. Equation (7) becomes

$$w_I(\eta)=\frac12\int_{-k_F}^{k_F}\frac1\varepsilon\left[\frac{b(t_1^2-t_2^2)}{\varepsilon}+\eta\varepsilon\right]^2dk. \tag{11}$$

The sum $w_D+w_I(\eta)$ still equals $\pi\langle T\rangle/2L$, but $T$ now weights each bond energy with its own squared length and is no longer proportional to $K$. For an extreme case, bonds of 0.42 and 0.30 nm with the hoppings of part 5, a ring of 404 sites gives $w_D+w_I=0.1374$ eV nm, while the right side of (4) would give 0.1275 eV nm. Equal spacing is thus a real condition of (4): with unequal bonds it fails, apart from an accidental cancellation of the linear and quadratic terms of (11) at one negative $\eta$ (near $-0.11$ nm for these hoppings and $n=1$).

### 5. Numbers

For $n=1$, $\varphi=\pi/4$ and $\varepsilon(k_F)=\sqrt{0.28^2+0.22^2}=0.3561$ eV. Equation (6) gives

$$w_D=\frac{2(0.36)(0.28)(0.22)}{0.35609}=0.12455\ \text{eV nm}.$$

Numerical integration of (7) gives $w_I=0.00295$ eV nm. The sum is 0.12750 eV nm. For the other side, $m=0.9856$ and $E(\varphi|m)=0.70836$, so (9) gives $0.36\times0.50\times0.70836=0.12750$ eV nm.

A test that uses none of the band formulas is a ring of 404 sites, diagonalized in real space. The curvature of its energy under a magnetic flux gives $w_D=0.124554$ eV nm, and the explicit sum (3) gives $w_I=0.002952$ eV nm. Its kinetic energy gives 0.127506 eV nm.

The interband share is 2.3 %. It lies between 0.71 and 1.00 eV, although the zone-boundary gap is only 0.12 eV. The share depends strongly on dimerization. With the mean hopping held at 0.25 eV and $n=1$:

| $(t_1-t_2)/2$ (eV) | $w_D$ (eV nm) | $w_I$ (eV nm) | interband share |
|---|---|---|---|
| 0.00 | 0.1273 | 0 | 0 |
| 0.03 | 0.1246 | 0.0030 | 2.3 % |
| 0.06 | 0.1166 | 0.0115 | 9.0 % |
| 0.12 | 0.0883 | 0.0425 | 32.5 % |

At fixed $t_1=0.28$ and $t_2=0.22$ eV, the share rises from 1.6 % at $n=0.5$ to 47 % at $n=1.9$. The factor $\varepsilon^{-3}$ in (7) is largest near the zone boundary, and those states are filled last.

**Bulk conductivity.** If each chain occupies a cross-section $a_c$, the bulk conductivity is $\sigma/a_c$. Define a plasma frequency by $\epsilon_0\omega_p^2=(2/\pi)(e^2/\hbar^2)w/a_c$. For $a_c=1$ nm$^2$ and $e^2/\epsilon_0=18.1$ eV nm,

$$\hbar\omega_{p,D}=\sqrt{\frac{2(18.1)(0.12455)}{\pi}}\ \text{eV}=1.20\ \text{eV}.$$

The total weight gives 1.21 eV. Suppose weak inelastic scattering broadens the delta function into $\sigma_0/(1+\omega^2\tau^2)$ at fixed weight. The integral of this form over positive $\omega$ is $\pi\sigma_0/2\tau$, so $\sigma_0=\epsilon_0\omega_{p,D}^2\tau$. This is 293 S/cm per femtosecond of relaxation time $\tau$. It holds only while $\hbar/\tau$ is far below the 0.14 eV between the Fermi level and the bottom of the band, so $\tau$ must be well above 5 fs. Static disorder alone would not give this form: it localizes the states of an isolated chain, which then has no dc conductivity at zero temperature. The Drude weight sets the dc conductivity here; using the total weight would overestimate it by 2.4 %.

**The real case.** The parameters are rough values in the regime of the organic metal (TMTSF)$_2$PF$_6$, whose molecular stacks are weakly dimerized, nearly evenly spaced and hold one hole per two molecules. It is not a wiring metal: to match copper, roughly $6\times10^5$ S/cm at room temperature, the model would need $\tau$ near 2 ps. The room-temperature conductivity of the salt itself, roughly 500 to 1000 S/cm, would correspond to $\tau$ of only 2 to 3 fs and a mean free path of one to two site spacings. This is outside the limit stated above, so the Drude estimate does not describe its room-temperature transport quantitatively. Of the assumptions tested here, independence of the carriers matters most for the Drude weight. With an on-site repulsion of 1 eV, also a rough value, an exact ground-state calculation for a 12-site ring lowers the Drude weight by 12 % and the total by 7.5 %, relative to the same ring without repulsion. On this ring the finite-frequency weight rises about threefold. The factor depends on ring size: it is 2.3 for 8 sites and 3.9 for 16 sites (closed shells, antiperiodic boundary). The sum rule itself survives, because on-site repulsion does not depend on $\kappa$. The 12 % is not a converged value for a long chain: it is 10 % for 8 sites and 14 % for 16 sites, while the reduction of the total stays between 7.3 and 7.6 %. With one carrier per pair of sites, repulsion can turn a long isolated dimerized chain into a Mott insulator, which has no Drude weight at all, and so small a ring cannot show this.

The other effects estimated here move the Drude weight less. At 300 K it falls by 1.2 %, while the interband weight rises by 8 %. A hopping of 0.025 eV between chains lowers the Drude weight by 0.6 %. Bonds of 0.3585 nm (strong) and 0.3615 nm (weak) leave it unchanged but lower the interband weight by 5 %, as (11) describes for $\eta<0$. Phonons, disorder, longer-range repulsion and dipole transitions within a molecule are not estimated. Both weights are therefore properties of this model rather than predictions for the material, which at ambient pressure becomes an insulator at low temperature. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
site spacing b = 0.36 nm; t1 = 0.28 eV; t2 = 0.22 eV
carriers per cell n = 1.0; area per chain = 1.0 nm^2
Fermi angle kF*b = 0.78540 rad
elliptic parameter m = 0.9856
elliptic E(phi|m) = 0.708359
eps at Fermi point = 0.35609 eV
Drude weight w_drude = 0.124553 eV nm
interband weight w_inter = 0.002952 eV nm
their sum = 0.127505 eV nm
kinetic-energy side = 0.127505 eV nm
kinetic energy per cell = -0.45096 eV
interband share = 2.315 %
Fermi velocity = 1.892e+05 m/s
zone-boundary gap = 0.120 eV
absorption window = 0.7122 to 1.0000 eV
interband weight below 0.85 eV = 0.001234 eV nm
404-site ring: Drude (flux) = 0.124554 eV nm
404-site ring: absorption (Kubo) = 0.002952 eV nm
404-site ring: kinetic side = 0.127506 eV nm
pulse: initial current gives 0.127505 eV nm
pulse: late mean current gives 0.124553 eV nm
total plasma energy = 1.2119 eV
Drude plasma energy = 1.1978 eV
dc conductivity per fs of relaxation time = 293.2 S/cm
dimerization at mean hopping 0.25 eV, n = 1:
  half-difference 0.00 eV: Drude 0.12728, interband 0.00000 eV nm, share 0.00 %
  half-difference 0.03 eV: Drude 0.12455, interband 0.00295 eV nm, share 2.32 %
  half-difference 0.06 eV: Drude 0.11664, interband 0.01154 eV nm, share 9.00 %
  half-difference 0.12 eV: Drude 0.08831, interband 0.04248 eV nm, share 32.48 %
filling at t1 = 0.28 eV, t2 = 0.22 eV:
  n = 0.5: Drude 0.06781, interband 0.00110 eV nm, share 1.60 %
  n = 1.0: Drude 0.12455, interband 0.00295 eV nm, share 2.32 %
  n = 1.5: Drude 0.15743, interband 0.00976 eV nm, share 5.84 %
  n = 1.9: Drude 0.09699, interband 0.08511 eV nm, share 46.74 %
  n = 2.0: Drude 0.00000, interband 0.18391 eV nm, share 100.00 %
unequal-spacing test, bonds 0.42 and 0.30 nm:
  Drude + absorption = 0.137380 eV nm
  b^2 * kinetic energy = 0.127506 eV nm (fails)
neglected: bonds 0.3585 and 0.3615 nm: interband -5.29 %
neglected: T = 300 K, kT = 0.0259 eV: Drude -1.18 %
  interband +7.90 %, total -0.97 %
neglected: interchain hopping 0.025 eV: Drude -0.62 %, total -0.51 %
neglected: repulsion 1.0 eV, 12-site ring:
  Drude 0.12616 -> 0.11052 eV nm (-12.4 %)
  total 0.12894 -> 0.11928 eV nm (-7.5 %)
  finite-frequency part 0.00278 -> 0.00877 eV nm
```
